# Are Fukui density differences finite-difference approximations?

## Question

The Fukui function is defined as the derivative of the electron density with respect to electron number at fixed external potential,

\[
f(\mathbf r)=\left(\frac{\partial n(\mathbf r)}{\partial N}\right)_{v}.
\]

To evaluate it I run calculations with \(N_0-1\), \(N_0\) and \(N_0+1\) electrons at one geometry and subtract densities. I have been calling \(n_{N_0+1}-n_{N_0}\) and \(n_{N_0}-n_{N_0-1}\) forward and backward finite-difference approximations. But a step of one electron is hardly small, and I cannot take a smaller one with whole electrons. How large is the error of this step? Would fractional occupations in a density-functional code give me the true derivative?

## Answer

The size of the error depends on what \(n(\mathbf r)\) means between the integers, so that has to be settled first. The derivative does not exist until it is.

### The density at a fractional electron number

Keep the nuclei, and hence \(v(\mathbf r)\), fixed. At zero temperature, a system with mean electron number \(N\) is described by the ensemble \(\Gamma\) that minimizes \(\mathrm{Tr}(\Gamma H)\) under \(\mathrm{Tr}\,\Gamma=1\) and \(\mathrm{Tr}(\Gamma\hat N)=N\). The ensemble may contain states with different whole numbers \(M\) of electrons.

Let \(p_M\ge 0\) be the total weight of the \(M\)-electron states, and let \(E_M\) and \(n_M(\mathbf r)\) be the ground-state energy and density for \(M\) electrons. Coherences between different \(M\) contribute neither to the energy nor to the density, because both operators conserve particle number. The variational principle in each sector gives

\[
\mathrm{Tr}(\Gamma H)\ \ge\ \sum_M p_M E_M,\qquad \sum_M p_M=1,\qquad \sum_M p_M M=N. \tag{1}
\]

I now make three assumptions:

- The energy is convex at the integers: the steps \(A_M=E_{M+1}-E_M\) never decrease with \(M\), and near \(N_0\) they increase strictly, \(A_{N_0-2}<A_{N_0-1}<A_{N_0}<A_{N_0+1}\). Strict increase cannot be asked of all \(M\): for an atom or molecule the steps are all zero once no further electron is bound. For electrons in the field of nuclei convexity is an assumption, not something proved here.
- The ground states with \(N_0-1\), \(N_0\) and \(N_0+1\) electrons are bound.
- Each of them has a unique density summed over spin. A spin doublet is allowed, since both members have the same density.

Take \(N=N_0+\omega\) with \(0\le\omega\le1\), and draw the straight line through the two neighbouring integer energies,

\[
L(M)=E_{N_0}+(M-N_0)A_{N_0}.
\]

Every other integer energy lies above this line. For \(M>N_0+1\),

\[
E_M-L(M)=\sum_{k=N_0}^{M-1}\left(A_k-A_{N_0}\right)>0,
\]

because the term \(k=N_0\) vanishes and the later steps are larger. For \(M<N_0\),

\[
E_M-L(M)=\sum_{k=M}^{N_0-1}\left(A_{N_0}-A_k\right)>0,
\]

because the earlier steps are smaller. Since \(L\) is linear in \(M\), the constraints in (1) fix its average:

\[
\sum_M p_ME_M\ \ge\ \sum_M p_ML(M)=L(N_0+\omega).
\]

Equality requires that only \(M=N_0\) and \(M=N_0+1\) carry weight, and equality in the first relation of (1) requires that each sector with weight is in its ground state. The constraints then give \(p_{N_0+1}=\omega\) and \(p_{N_0}=1-\omega\), so that

\[
n(\mathbf r;N_0+\omega)=(1-\omega)\,n_{N_0}(\mathbf r)+\omega\,n_{N_0+1}(\mathbf r). \tag{2}
\]

### The derivative, with no small step needed

Subtract \(n_{N_0}\) from (2) and divide by \(\omega\):

\[
\frac{n(\mathbf r;N_0+\omega)-n_{N_0}(\mathbf r)}{\omega}=n_{N_0+1}(\mathbf r)-n_{N_0}(\mathbf r),\qquad 0<\omega\le1.
\]

The right side does not contain \(\omega\), so the limit \(\omega\to0^+\) changes nothing. On the other side of the integer, the same argument gives \(n(N_0-\omega)=(1-\omega)n_{N_0}+\omega n_{N_0-1}\), and therefore \([n_{N_0}-n(N_0-\omega)]/\omega=n_{N_0}-n_{N_0-1}\). The two one-sided Fukui functions are

\[
f^+=n_{N_0+1}-n_{N_0},\qquad f^-=n_{N_0}-n_{N_0-1}. \tag{3}
\]

The step of one electron is not small, and it need not be: the chord of a straight line has the slope of the line. The discretization error you ask about is zero. The exact density functional gives the same answer. If it is defined for fractional \(N\) by a search over ensembles, minimizing first over all \(\Gamma\) with a given density and then over densities is the same minimization as above.

There is a second way to see (3). If the potential changes by \(\delta v\), first-order perturbation theory gives \(\delta E_M=\int n_M\,\delta v\,d^3r\). Hence

\[
f^+(\mathbf r)=\frac{\delta(E_{N_0+1}-E_{N_0})}{\delta v(\mathbf r)},\qquad
f^-(\mathbf r)=\frac{\delta(E_{N_0}-E_{N_0-1})}{\delta v(\mathbf r)} .
\]

So \(f^+\) tells where a change of potential shifts the energy of adding an electron, and \(f^-\) does the same for the energy step below \(N_0\). No fractional electron appears in this form.

### A chain that can be solved completely

Take three sites with energies \(-1\), \(0\) and \(1.5\) eV, hopping 1 eV between neighbours, and a repulsion \(U=4\) eV between two electrons on one site. Let \(N_0=2\). Diagonalization gives \(E_1=-1.713\), \(E_2=-2.297\) and \(E_3=-0.858\) eV, so

\[
E_1+E_3-2E_2=2.024\ \text{eV}>0 .
\]

Convexity was tested at the other integers as well. The site populations are

\[
n_2=(0.98365,\,0.84170,\,0.17465),\qquad n_3=(1.09613,\,1.02921,\,0.87466).
\]

Minimizing the energy over the weights of all eigenstates at \(N=2.7\) gives 0.66466 electrons on the third site. The quotient for that site is

\[
\frac{0.66466-0.17465}{0.7}=0.7000,\qquad 0.87466-0.17465=0.7000 .
\]

For all sites, \(f^+=(0.112,0.188,0.700)\) and \(f^-=(0.342,0.515,0.143)\). An added electron goes mainly to the third site, while a removed one comes mainly from the first two. The derivative jumps at the integer, so there is no single two-sided Fukui function at zero temperature.

### What a small temperature does

At \(T>0\), eigenstate \(k\) has weight \(p_k\propto e^{-(E_k-\mu N_k)/k_BT}\). Differentiating the averages with respect to \(\mu\) gives \(\partial n/\partial\mu=\mathrm{cov}(n,N)/k_BT\) and \(\partial N/\partial\mu=\mathrm{var}(N)/k_BT\), so

\[
\left(\frac{\partial n}{\partial N}\right)_{T}=\frac{\mathrm{cov}(n,N)}{\mathrm{var}(N)} .
\]

Fix \(0<\omega<1\) and let \(T\to0\). The weights \(1-\omega\) and \(\omega\) remain, the covariance is \(\omega(1-\omega)(n_{N_0+1}-n_{N_0})\), the variance is \(\omega(1-\omega)\), and the ratio is \(f^+\).

At \(N=N_0\) the outcome differs. The mean number forces equal small weights \(p\) on \(N_0+1\) and \(N_0-1\) electrons, and states with \(N_0\) electrons do not contribute to the covariance. As \(T\to0\),

\[
\frac{\mathrm{cov}(n,N)}{\mathrm{var}(N)}\to\frac{p\,n_{N_0+1}-p\,n_{N_0-1}}{2p}=\frac{f^++f^-}{2}.
\]

The centred difference is thus the low-temperature derivative at the integer itself. For the chain at 300 K, the third site gives 0.700 at \(N=2.1\) and 0.422 at \(N=2\). The second value is \((0.700+0.143)/2\).

The jump is smoothed over a narrow range of \(N\). In the product of the weights of the \(N_0+1\) and \(N_0-1\) sectors \(\mu\) cancels, leaving at low temperature a factor \(e^{-\Delta/k_BT}\) with \(\Delta=E_{N_0+1}+E_{N_0-1}-2E_{N_0}\). Each weight at the integer, and with it the width of the smoothed range, therefore scales as \(e^{-\Delta/2k_BT}\), apart from degeneracy factors.

### Where convexity is needed

Change the interaction in the chain to an attraction, \(U=-4\) eV. Now \(E_0+E_2-2E_1=-3.03\) eV, so the one-electron energy lies above the line from zero to two electrons. The ensemble with a mean of one electron is an equal mixture of the empty and the doubly filled chain. Between \(N=0\) and \(N=2\) the density is \((N/2)\,n_2\), and its slope at \(N=1\) is

\[
\frac{n_2}{2}=(0.912,\,0.086,\,0.002),\quad\text{whereas}\quad n_2-n_1=(1.182,\,-0.155,\,-0.027).
\]

Here the difference over one electron is not the derivative. The density is still piecewise linear, but its corners are no longer at every integer.

### Fractional occupations in an approximate functional

An approximate functional can be continued between integers by giving a frontier orbital a fractional occupation. This defines another function \(n(N)\), which need not be straight. A mean-field model shows why. Let \(g_a\) be the occupations, \(\varphi_a\) real orbitals, \(h\) the one-electron Hamiltonian and \(K\) a symmetric interaction kernel:

\[
E=\sum_a g_a\langle\varphi_a|h|\varphi_a\rangle+\tfrac12\sum_{ij}n_iK_{ij}n_j,\qquad n_i=\sum_a g_a\varphi_{ai}^2 .
\]

The orbitals obey \((h+Kn)\varphi_a=\varepsilon_a\varphi_a\), where \(Kn\) acts as a site potential. Now raise the occupation of the frontier orbital \(\varphi_F\). The density changes directly by \(\varphi_{Fi}^2\) per electron, and also because the potential changes by \(Kf\) and deforms the orbitals:

\[
\frac{d\varphi_a}{dN}=\sum_{b\ne a}\varphi_b\frac{\langle\varphi_b|Kf|\varphi_a\rangle}{\varepsilon_a-\varepsilon_b}.
\]

Insert this into \(f_i=\varphi_{Fi}^2+2\sum_a g_a\varphi_{ai}\,d\varphi_{ai}/dN\) and combine the terms \((a,b)\) and \((b,a)\):

\[
f=\varphi_F^2+\chi Kf,\qquad
\chi_{ij}=2\sum_{a<b}\frac{g_a-g_b}{\varepsilon_a-\varepsilon_b}\,\varphi_{ai}\varphi_{bi}\varphi_{aj}\varphi_{bj}. \tag{4}
\]

The orbitals, levels and occupations in (4) generally change along the interval, and so does \(f\). For such a smooth branch the first equality below always holds; the second also needs the Taylor series about \(N_0^+\) to converge to \(n\) over the whole interval:

\[
n_{N_0+1}-n_{N_0}=\int_0^1 f(N_0+\omega)\,d\omega
= f(N_0^+)+\frac12\frac{\partial^2n}{\partial N^2}\bigg|_{N_0^+}+\dots \tag{5}
\]

The difference is the average slope over one electron. Here, as an estimate of the slope at the end point, it is a finite-difference approximation in your sense.

For the repulsive chain in spin-restricted mean field, each spin has density \(n_i/2\). The interaction energy is \(Un_i^2/4\) per site, which means \(K_{ij}=(U/2)\delta_{ij}\). On the addition side,

\[
n_3-n_2=(0.366,0.232,0.402),\qquad f(2^+)=(0.344,0.212,0.444).
\]

The integral in (5), with \(f\) taken from (4), was tested against the difference. On the third site the difference minus the slope is \(-0.042\). Writing \(f(N_0+\omega)-f(N_0^+)\) as the integral of \(\partial^2n/\partial N^2\) from \(N_0\) to \(N_0+\omega\) and exchanging the order of integration in (5) shows that the difference minus the slope equals \(\int_0^1(1-\omega)\,\partial^2n/\partial N^2\,d\omega\), which would be half the curvature if the curvature were constant. Half the curvature at \(N=2.5\) is \(-0.072/2=-0.036\) on this site, of the same sign and order; on the second site the corresponding values are 0.020 and 0.013. The remaining gaps show that the curvature varies across the interval. The bare frontier orbital gives \((0.407,0.112,0.482)\), and the distance from there to \(f(2^+)\) is the relaxation term in (4).

### How this is tied to the curvature of the energy

In the mean-field energy, orbital changes contribute \(\sum_a g_a\varepsilon_a\,d\langle\varphi_a|\varphi_a\rangle=0\), because the orbitals stay normalized. Only explicit dependences survive:

\[
\frac{\partial E}{\partial N}=\langle\varphi_F|h+Kn|\varphi_F\rangle=\varepsilon_F,\qquad \frac{\partial E}{\partial v_i}=n_i .
\]

Differentiating the second relation twice with respect to \(N\) and exchanging the order of derivatives gives

\[
\frac{\partial^2n_i}{\partial N^2}=\frac{\partial}{\partial v_i}\left(\frac{\partial^2E}{\partial N^2}\right). \tag{6}
\]

If \(E\) is linear in \(N\) between the integers for \(v\) and all nearby potentials, the right side vanishes, the density is linear, and the difference equals the slope. A mismatch therefore requires a curved energy, at \(v\) or at potentials arbitrarily close to it.

The converse fails. Let \(K_{ij}=C\) for all pairs of sites. Then \((Kn)_i=CN\) is a uniform shift, the orbitals do not change, and \(n\) is linear in \(N\) while \(E\) contains \(CN^2/2\). With \(C=2\) eV, the energy at \(N=2.5\) differs from the straight line by

\[
\frac C2\left(2.5^2-\frac{2^2+3^2}{2}\right)=-0.25\ \text{eV},
\]

yet slope and difference agree to rounding error. The curvature matters for the density only if it depends on the potential.

### Beryllium: a real functional

For the Be atom I consider removal of an electron, in a basis of 19 Gaussian functions. Full configuration interaction gives \(E_3-E_4=9.25\) eV and \(E_2-E_3=18.16\) eV, so the energy is convex at three electrons. Convexity at four would fail only if the atom bound a fifth electron by more than 9.25 eV; this was not computed, and I assume convexity there and at the remaining integers. Only the removal side is used here. The argument for \(f^-\) needs \(A_{N_0-2}<A_{N_0-1}<A_{N_0}\) and bound ground states with unique densities at \(N_0-1\) and \(N_0\); it does not need a bound fifth electron, and none is claimed for Be. Then \(n_4-n_3\) is the exact \(f^-\) of the non-relativistic Hamiltonian projected on this basis. It is not the complete-basis result, and relativity is left out.

In the same basis, the local density approximation (LDA) was run with the minority-spin 2s orbital fractionally occupied. The removal energy is \(E_3-E_4=9.03\) eV, but the frontier level at \(N=4\) is at \(-5.60\) eV. The two would agree if \(E\) were linear. At \(N=3.5\) the energy is 0.856 eV below the straight line. A parabola with this sag has curvature \(8\times0.856=6.85\) eV, and its slope at \(N=4\) would be \(-9.03+6.85/2=-5.60\) eV. So a parabola fixed by the removal energy and the sag accounts for the frontier level at \(N=4\). This compares one end of the interval only and does not show that the slope at \(N=3\) follows the same parabola.

The density follows suit. The moment \(\int r^2f\,d^3r\) is the fall in the total \(\langle r^2\rangle\) per electron removed. It includes the contraction of the electrons that stay, so it is not the size of the 2s orbital alone:

- full configuration interaction, difference: 2.79 Å²
- LDA, difference: 2.95 Å²
- LDA, slope at \(N=4\) from below: 3.89 Å²
- LDA, slope at \(N=3.5\): 2.87 Å²

The LDA end slope exceeds the LDA difference by \(3.89/2.95-1\approx32\%\). Half the integrated absolute deviation between the two functions is 0.136, so about 14% of an electron is placed differently. For the slope at the midpoint this fraction is 0.009. That is expected: in an expansion about the midpoint, the term in \(\partial^2n/\partial N^2\) cancels from the difference.

Measured against full configuration interaction, the LDA difference misplaces 0.029 of an electron and the LDA end slope 0.162. So in this atom, the slope taken at the integer with fractional occupations is farther from the true derivative than the plain difference; the midpoint slope stays close to the difference. The difference uses only the integer densities, and the curved path between them drops out.

This ranking is not a theorem. In the mean-field chain, the same measure on the addition side gives 0.298 for the difference and 0.256 for the slope, relative to the exact \(f^+\). Both are poor, and the slope happens to be nearer. This example is tied to the spin restriction: at \(N=3\) the third electron is shared equally between the two spins, which is not the usual open-shell calculation. It shows only that the order can change when the integer densities are poor, and it says nothing about the order when the two spins are free to differ. Equation (3) removes the error of the step, not the error of the densities put into it.

### When the statement does not apply

If a ground state is degenerate in a way that changes its density, \(n_M\) is not unique. One must then say which ensemble is meant, or which perturbation selects a state. If the \((N_0+1)\)-electron system is unbound, the extra electron lowers its energy by spreading without limit. No normalizable \(n_{N_0+1}\) exists, and a difference computed in a finite basis reflects that basis. If the nuclei are allowed to relax between the calculations, \(v\) changes and the difference is no longer a derivative at fixed potential.

For your calculations, then, keep the geometry fixed and, where the assumptions hold for the side in question (the states \(N_0\) and \(N_0+1\) for \(f^+\), the states \(N_0-1\) and \(N_0\) for \(f^-\), with the energy steps increasing strictly around that interval), call the two differences the one-sided Fukui functions, evaluated with whatever approximation produced the densities. Reserve "finite-difference approximation" for the case where the target is the slope of a curved, fractionally occupied model at a chosen \(N\), such as the end point. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
Chain site energies: -1.00 0.00 1.50 eV
Chain hopping, on-site repulsion: 1.00 4.00 eV
Exact E(1), E(2), E(3): -1.71325 -2.29727 -0.85765 eV
Exact convexity E(1)+E(3)-2E(2): 2.02365 eV
Exact site populations N=1: 0.64185 0.32652 0.03162 electrons
Exact site populations N=2: 0.98365 0.84170 0.17465 electrons
Exact site populations N=3: 1.09613 1.02921 0.87466 electrons
Ensemble site populations N=2.7: 1.06239 0.97295 0.66466 electrons
Exact f_plus on sites: 0.11249 0.18751 0.70001
Exact f_minus on sites: 0.34180 0.51517 0.14303
Temperature: 300 K
Thermal dn/dN at N=2.1: 0.11249 0.18751 0.70001
Thermal dn/dN at N=2: 0.22714 0.35134 0.42152
Attractive U: -4.00 eV
Attractive E(0)+E(2)-2E(1): -3.03190 eV
Attractive slope dn/dN at N=1: 0.91191 0.08579 0.00230
Attractive difference n(2)-n(1): 1.18197 -0.15495 -0.02702
Mean-field difference n(3)-n(2): 0.36643 0.23202 0.40155
Mean-field slope at N=2 from above: 0.34441 0.21191 0.44368
Mean-field bare frontier orbital at N=2: 0.40656 0.11179 0.48165
Mean-field difference n(2)-n(1): 0.43021 0.41747 0.15232
Mean-field slope at N=2 from below: 0.39939 0.40615 0.19446
Mean-field E(2.5) minus straight line: -0.09127 eV
Mean-field density curvature at N=2.5: 0.04685 0.02552 -0.07237 per electron
Uniform kernel strength: 2.00 eV
Uniform kernel E(2.5) minus straight line: -0.25000 eV
Uniform kernel largest slope-difference mismatch: 3.8e-14
Be basis: 10 s and 3 p shells, 19 functions
Be smallest and largest s exponent: 0.04 580.29 bohr^-2
Be p exponents: 0.08 0.28 1.00 bohr^-2
Be full-CI E(3)-E(4): 9.253 eV
Be full-CI E(2)-E(3): 18.161 eV
Be LDA E(3)-E(4): 9.028 eV
Be LDA minus frontier level at N=4: 5.600 eV
Be LDA E(3.5) minus straight line: -0.856 eV
Be r^2 moment of f_minus, full-CI difference: 2.788 angstrom^2
Be r^2 moment, LDA difference: 2.945 angstrom^2
Be r^2 moment, LDA slope at N=4 from below: 3.889 angstrom^2
Be r^2 moment, LDA slope at N=3.5: 2.874 angstrom^2
Be misplaced fraction, LDA end slope vs LDA difference: 0.1364
Be misplaced fraction, LDA mid slope vs LDA difference: 0.0093
Be misplaced fraction, LDA difference vs full CI: 0.0287
Be misplaced fraction, LDA end slope vs full CI: 0.1624
```
